# Heisenberg and anisotropic exchange from a Hubbard bond with spin-dependent hopping, part 1

(Sections cited here and not found follow in the second part.)

## From hopping to exchange

Two spins one half have sixteen independent operators: the identity, the three components of each spin, and the nine products $S_1^aS_2^b$. Time reversal changes the sign of both spins. If it is a symmetry, the terms with a single spin drop out, and whatever the microscopic origin of the coupling, the Hamiltonian of the pair must have the form

$$
H_{\rm eff}=C+\sum_{ab}M_{ab}\,S_1^aS_2^b ,
$$

with $a,b=x,y,z$ and $M$ a real $3\times3$ matrix. Spins are measured in units of $\hbar$, so that $M$ is an energy.

Suppose next that the two spins belong to electrons that hop between two sites, that a number $t$ describes the hopping without any action on the spin, that a real vector $\boldsymbol\lambda$ describes the part that acts on the spin, and that moving an electron onto an occupied site costs an energy $U$. If $\boldsymbol\lambda$ is the single direction in the problem, a common rotation of both spins and of $\boldsymbol\lambda$ changes nothing. The matrix can then be built from three tensors alone,

$$
M_{ab}=\mathcal A\,\delta_{ab}+\mathcal B\sum_c\epsilon_{abc}\lambda_c+\mathcal C\,\lambda_a\lambda_b ,
$$

where $\mathcal A,\mathcal B,\mathcal C$ depend on $t$, $\lambda^2=|\boldsymbol\lambda|^2$ and $U$, and $\epsilon_{abc}$ is the antisymmetric symbol with $\epsilon_{xyz}=1$. The sign of the electron operator on one site is a matter of convention. Reversing it reverses $t$ and $\boldsymbol\lambda$ together and leaves the spins alone, so $\mathcal A$ and $\mathcal C$ are even in $t$ and $\mathcal B$ is odd. Finally, an electron must hop away and another hop back before the pair is again in a state with one electron per site. To leading order the coupling is therefore quadratic in the hopping, and an energy results after division by $U$:

$$
\mathcal A=\frac{a_1t^2+a_2\lambda^2}{U},\qquad
\mathcal B=\frac{b\,t}{U},\qquad
\mathcal C=\frac{c}{U}.
$$

Symmetry and dimensions leave four pure numbers, $a_1,a_2,b,c$. They also say what each term is. The first is Heisenberg exchange. The second is antisymmetric, or Dzyaloshinskii–Moriya, exchange, since $\sum_{abc}\epsilon_{abc}\lambda_cS_1^aS_2^b=\boldsymbol\lambda\cdot(\mathbf S_1\times\mathbf S_2)$. The third is symmetric anisotropic exchange. The antisymmetric term is linear in $\boldsymbol\lambda$ and the symmetric one quadratic.

The four numbers follow from a definite model. Let $c^\dagger_{i\alpha}$ create an electron on site $i=1,2$ in the state $\alpha=\uparrow,\downarrow$ of a Kramers doublet, a pair of states exchanged by time reversal. With strong spin–orbit coupling the doublet mixes spin and orbital motion, and $\mathbf S$ is then a pseudospin; the algebra is the same. There is one doublet per site, the two site energies are equal and set to zero, and there are two electrons. The Hamiltonian is

$$
H=H_U+V,\qquad H_U=U\sum_{i}n_{i\uparrow}n_{i\downarrow},\qquad
V=-\sum_{\alpha\beta}\left(c^\dagger_{1\alpha}T_{\alpha\beta}c_{2\beta}+\text{h.c.}\right),
$$

where $n_{i\alpha}=c^\dagger_{i\alpha}c_{i\alpha}$. The energy $U$ stands for the full cost of moving one electron across the bond; a repulsion between electrons on neighbouring sites lowers this cost and is taken to be included.

Time reversal restricts the $2\times2$ matrix $T$. It is antiunitary, so it complex-conjugates numbers, and it acts on the electron operators as $c_{i\alpha}\to\sum_\beta(i\sigma_y)_{\alpha\beta}c_{i\beta}$, where $\sigma_x,\sigma_y,\sigma_z$ are the Pauli matrices. The hopping matrix then becomes

$$
T\to(i\sigma_y)^\dagger T^*(i\sigma_y)=\sigma_yT^*\sigma_y .
$$

Any $2\times2$ matrix can be written $T=u_0+\mathbf u\cdot\boldsymbol\sigma$ with complex coefficients. Because $\sigma_y\boldsymbol\sigma^*\sigma_y=-\boldsymbol\sigma$, the transformed matrix is $u_0^*-\mathbf u^*\cdot\boldsymbol\sigma$. Invariance demands $u_0=u_0^*$ and $\mathbf u=-\mathbf u^*$, that is, a real $u_0$ and an imaginary $\mathbf u$:

$$
T=t+i\boldsymbol\lambda\cdot\boldsymbol\sigma,\qquad t,\boldsymbol\lambda\ \text{real}.
$$

Spatial symmetry can restrict it further. Suppose that inversion about the bond centre is a symmetry. It exchanges the two sites and leaves the spin, an axial vector, unchanged. The term $c_1^\dagger Tc_2$ goes into $c_2^\dagger Tc_1$, whose Hermitian conjugate is $c_1^\dagger T^\dagger c_2$. Invariance requires $T=T^\dagger$, which gives $\boldsymbol\lambda=0$. Without spin–orbit coupling the spins alone can be rotated without changing the energy, which also excludes a fixed vector $\boldsymbol\lambda$. Spin-dependent hopping thus needs both spin–orbit coupling and a bond without an inversion centre. The same argument shows that renaming the sites replaces $\boldsymbol\lambda$ by $-\boldsymbol\lambda$. The sign of the antisymmetric exchange has meaning once the order of the sites in $\mathbf S_1\times\mathbf S_2$ is stated.

Two electrons in four single-particle states have six configurations. Four have one electron on each site and zero energy under $H_U$; let $P$ project on them. Two have both electrons on one site and energy $U$; let $Q=1-P$ project on these. One hop always leads from one group to the other, so $PVP=0$ and $QVQ=0$. If the hopping is small compared with $U$, a unitary transformation close to the identity removes this connection to leading order. With an anti-Hermitian generator $G$,

$$
e^{G}He^{-G}=H_U+V+[G,H_U]+[G,V]+\tfrac12[G,[G,H_U]]+\dots
$$

The term of first order vanishes if $[G,H_U]=-V$. Taking this equation between the two groups gives, since $H_UP=0$ and $H_UQ=UQ$,

$$
-U\,QGP=-QVP,\qquad U\,PGQ=-PVQ ,
$$

so that $QGP=QVP/U$ and $PGQ=-PVQ/U$, which is indeed anti-Hermitian. The double commutator is then $[G,[G,H_U]]=-[G,V]$. With its prefactor $\tfrac12$ it cancels half of the term $[G,V]$, and what remains in second order is $\tfrac12[G,V]$. Within the singly occupied states,

$$
H_{\rm eff}=\tfrac12P[G,V]P=\tfrac12\left(PGQVP-PVQGP\right)=-\frac{PVQVP}{U}=-\frac{PV^2P}{U}.
$$

The last step uses $PVP=0$. An odd number of hops cannot return the pair to a singly occupied state, so the next correction to $H_{\rm eff}$ is of fourth order in the hopping.

The operator $V^2$ must now be expressed through spins. Write $V=-(A+A^\dagger)$ with

$$
A=\sum_{\alpha\beta}T_{\alpha\beta}c^\dagger_{1\alpha}c_{2\beta},\qquad
A^\dagger=\sum_{\gamma\delta}(T^\dagger)_{\delta\gamma}c^\dagger_{2\delta}c_{1\gamma}.
$$

The operator $A$ carries an electron from site 2 to site 1. Acting twice on a singly occupied state it gives zero, because site 2 is empty after the first hop; the same holds for $A^\dagger$. Hence $PV^2P=P(AA^\dagger+A^\dagger A)P$. The first product is

$$
AA^\dagger=\sum_{\alpha\beta\gamma\delta}T_{\alpha\beta}(T^\dagger)_{\delta\gamma}\,
c^\dagger_{1\alpha}c_{2\beta}c^\dagger_{2\delta}c_{1\gamma}
=\sum_{\alpha\beta\gamma\delta}T_{\alpha\beta}(T^\dagger)_{\delta\gamma}\,
\bigl(c^\dagger_{1\alpha}c_{1\gamma}\bigr)\bigl(c_{2\beta}c^\dagger_{2\delta}\bigr).
$$

Moving $c_{1\gamma}$ to the left past two operators of site 2 produces two minus signs, which cancel.

Each bracket acts on one site and can be written with the spin operator $\mathbf S_i=\tfrac12\sum_{\mu\nu}c^\dagger_{i\mu}\boldsymbol\sigma_{\mu\nu}c_{i\nu}$. The Pauli matrices obey the completeness relation

$$
\boldsymbol\sigma_{\mu\nu}\cdot\boldsymbol\sigma_{\gamma\alpha}=2\delta_{\mu\alpha}\delta_{\nu\gamma}-\delta_{\mu\nu}\delta_{\gamma\alpha}.
$$

Multiplying by $\tfrac12c^\dagger_{i\mu}c_{i\nu}$ and summing over $\mu,\nu$ gives $\mathbf S_i\cdot\boldsymbol\sigma_{\gamma\alpha}=c^\dagger_{i\alpha}c_{i\gamma}-\tfrac12\delta_{\gamma\alpha}n_i$, where $n_i$ is the number of electrons on the site. For $n_i=1$,

$$
c^\dagger_{i\alpha}c_{i\gamma}=\left(\tfrac12+\mathbf S_i\cdot\boldsymbol\sigma\right)_{\gamma\alpha},\qquad
c_{i\beta}c^\dagger_{i\delta}=\delta_{\beta\delta}-c^\dagger_{i\delta}c_{i\beta}
=\left(\tfrac12-\mathbf S_i\cdot\boldsymbol\sigma\right)_{\beta\delta}.
$$

The first expression describes an electron that is present, the second the room left for another electron; Pauli's principle is in the opposite sign. The matrix indices in $AA^\dagger$ now close into a trace,

$$
PAA^\dagger P=\operatorname{Tr}\left[\left(\tfrac12+\mathbf S_1\cdot\boldsymbol\sigma\right)T\left(\tfrac12-\mathbf S_2\cdot\boldsymbol\sigma\right)T^\dagger\right].
$$

In $A^\dagger A$ the electron of site 2 moves first. The same reordering leaves $c_{1\gamma}c^\dagger_{1\alpha}$ and $c^\dagger_{2\delta}c_{2\beta}$, so both spin signs are reversed:

$$
PA^\dagger AP=\operatorname{Tr}\left[\left(\tfrac12-\mathbf S_1\cdot\boldsymbol\sigma\right)T\left(\tfrac12+\mathbf S_2\cdot\boldsymbol\sigma\right)T^\dagger\right].
$$

In the sum, terms linear in one spin cancel. The constant parts use

$$
TT^\dagger=(t+i\boldsymbol\lambda\cdot\boldsymbol\sigma)(t-i\boldsymbol\lambda\cdot\boldsymbol\sigma)=t^2+(\boldsymbol\lambda\cdot\boldsymbol\sigma)^2=t^2+\lambda^2\equiv\tau^2 ,
$$

and give $2\cdot\tfrac14\cdot2\tau^2=\tau^2$. The two bilinear parts are equal. Therefore

$$
H_{\rm eff}=-\frac{\tau^2}{U}+\frac2U\sum_{ab}S_1^aS_2^b\operatorname{Tr}\left(\sigma_aT\sigma_bT^\dagger\right),
\qquad
M_{ab}=\frac4U K_{ab},\quad K_{ab}=\tfrac12\operatorname{Tr}\left(\sigma_aT\sigma_bT^\dagger\right).
$$

The trace follows a round trip: the spin is turned by $T$ in crossing the bond and by $T^\dagger$ in returning.

Three Pauli traces are needed:

$$
\tfrac12\operatorname{Tr}(\sigma_a\sigma_b)=\delta_{ab},\qquad
\tfrac12\operatorname{Tr}(\sigma_a\sigma_b\sigma_c)=i\epsilon_{abc},
$$

$$
\tfrac12\operatorname{Tr}(\sigma_a\sigma_c\sigma_b\sigma_d)=\delta_{ac}\delta_{bd}-\delta_{ab}\delta_{cd}+\delta_{ad}\delta_{bc}.
$$

The part of $K_{ab}$ without $\boldsymbol\lambda$ is $t^2\delta_{ab}$. The part linear in $\boldsymbol\lambda$ has one contribution from $T$ and one from $T^\dagger$,

$$
it\sum_c\lambda_c\,(i\epsilon_{acb})-it\sum_c\lambda_c\,(i\epsilon_{abc})
=-t\sum_c\epsilon_{acb}\lambda_c+t\sum_c\epsilon_{abc}\lambda_c=2t\sum_c\epsilon_{abc}\lambda_c ,
$$

because $\epsilon_{acb}=-\epsilon_{abc}$. In the quadratic part the prefactor is $i(-i)=1$, and

$$
\sum_{cd}\lambda_c\lambda_d\left(\delta_{ac}\delta_{bd}-\delta_{ab}\delta_{cd}+\delta_{ad}\delta_{bc}\right)=2\lambda_a\lambda_b-\lambda^2\delta_{ab}.
$$

Collecting the parts and multiplying by $4/U$ gives

$$
H_{\rm eff}=J\,\mathbf S_1\cdot\mathbf S_2+\mathbf D\cdot(\mathbf S_1\times\mathbf S_2)+\sum_{ab}\Gamma_{ab}S_1^aS_2^b-\frac{\tau^2}{U},
$$

$$
J=\frac{4(t^2-\lambda^2)}{U},\qquad \mathbf D=\frac{8t\boldsymbol\lambda}{U},\qquad \Gamma_{ab}=\frac{8\lambda_a\lambda_b}{U}.
$$

The four numbers left open by symmetry are $a_1=4$, $a_2=-4$, $b=8$ and $c=8$. The split between $J$ and $\Gamma$ is a convention. If the symmetric anisotropy is required to have zero trace, a third of the trace of $\Gamma$, which is $8\lambda^2/(3U)$, moves into the Heisenberg term, whose coefficient becomes $4(t^2-\lambda^2/3)/U$. The matrix $M$ is the same.

Equal site energies enter through the common denominator. If site 2 lies higher than site 1 by $\delta$, with $|\delta|<U$, the product $AA^\dagger$, in which an electron first moves to site 2, is divided by $U+\delta$, and $A^\dagger A$ by $U-\delta$. The linear terms vanish in each trace separately, since $TT^\dagger$ is a multiple of the identity and $\operatorname{Tr}\boldsymbol\sigma=0$. The bilinear parts are equal, so all three exchanges are multiplied by $\tfrac12U\,[1/(U+\delta)+1/(U-\delta)]=U^2/(U^2-\delta^2)$. The ratios between them do not change at this order, provided that $U-|\delta|$ remains large compared with $\tau$.

For $\boldsymbol\lambda=0$ the familiar $J=4t^2/U$ remains. For $\lambda\ll|t|$ the ratios are $|\mathbf D|/J\approx2\lambda/|t|$ and $|\Gamma|/J\approx2\lambda^2/t^2$, where $|\Gamma|=8\lambda^2/U$ is the one nonzero eigenvalue of $\Gamma$. In this limit $|\Gamma|\approx|\mathbf D|^2/(2J)$. The symmetric term is small, but it is of the same order as the energy that the antisymmetric term gains by turning the spins, which is also quadratic in $|\mathbf D|$. The two cannot be separated in a consistent calculation of energies.

To second order in the hopping, the Heisenberg, antisymmetric and symmetric anisotropic exchanges of the bond are now all fixed by $t$, $\boldsymbol\lambda$ and $U$. It remains to show that they are a single isotropic exchange seen from rotated spin axes, and to examine what follows for spin arrangements and how far the second-order, one-orbital result can be trusted.
